# Dipolar anisotropy of a magnetic film with sinusoidal roughness

A ferromagnetic film has a flat lower face at $z=-t$ and a rough upper face at $z=h(x)=a\cos qx$, with $a<t$ and $qa\ll1$. The film is unbounded along $x$ and $y$. Since $h$ averages to zero, $t$ is the mean thickness, and it is held fixed whenever a rough film is compared with a flat one.

The magnetization is $\mathbf M=M\mathbf m$, where $\mathbf m$ is a unit vector, the same everywhere in the film. The question is how the roughness changes the magnetostatic energy for different directions of $\mathbf m$. Exchange and interface anisotropy are set aside until part (f). Crystal anisotropy is left out of all the estimates.

The algebra is in atomic units, with $M$ in units of $e\hbar/m_e$ per cubic bohr, so that one Bohr magneton is $1/2$. Then $\mu_0=4\pi\alpha^2$, with $\alpha$ the fine-structure constant; $\mu_0$ is kept as a shorthand. The magnetic charge density is $\rho=-\nabla\cdot\mathbf M$, the field is $\mathbf H=-\nabla\varphi$ with $-\nabla^2\varphi=\rho$, and the energy is $\tfrac12\mu_0\int\rho\varphi\,dV$. All energies $E$ below are per unit area of the $xy$ plane.

## (a) Which magnetic charges does the film carry?

**Solution.** A uniform $\mathbf M$ has no divergence inside the film, so the charge sits on the faces, with density $\mathbf M\cdot\mathbf n$ per true area, where $\mathbf n$ is the outward normal. On the upper face

$$\mathbf n=\frac{(-h',0,1)}{\sqrt{1+h'^2}},\qquad dA=\sqrt{1+h'^2}\;dx\,dy .$$

The square roots cancel in $\mathbf M\cdot\mathbf n\,dA$. With $h'=-qa\sin qx$, the charge per projected area is

$$\sigma(x)=M_z-M_xh'=M\,(m_z+m_x\,qa\sin qx).$$

The lower face has $\mathbf n=(0,0,-1)$ and carries $-Mm_z$.

The component $m_y$, which points along the grooves, produces no charge. Hence $E_y=0$ for any amplitude. For $\mathbf m$ along $x$, the slopes facing $+x$ are positive and those facing $-x$ are negative, and the flat lower face is uncharged.

## (b) What is the energy for $\mathbf m$ along $x$?

Find the leading term in $a$ and the first correction to it.

**Solution.** Consider first a charge $\sigma_q\sin qx$ on the plane $z=0$. Away from the plane $\nabla^2\varphi=0$, so a potential that varies as $\sin qx$ and decays on both sides is $\varphi=c\sin qx\,e^{-q|z|}$. Its slope $\partial_z\varphi$ changes by $-2qc\sin qx$ across the plane, and Poisson's equation requires this change to be $-\sigma_q\sin qx$. Therefore

$$\varphi=\frac{\sigma_q}{2q}\sin qx\;e^{-q|z|}.$$

Here $\sigma_q=Maq$ is already of first order in $a$. The height variation of the charges then matters only at higher order, and with $\langle\sin^2qx\rangle=\tfrac12$

$$E_x=\frac{\mu_0}{2}\langle\sigma\varphi\rangle=\frac{\mu_0}{2}\cdot\frac{(Maq)^2}{2q}\cdot\frac12=\frac{\mu_0M^2qa^2}{8}=\frac{\pi}{2}\alpha^2M^2qa^2 .$$

One power of $q$ comes from each slope, and one is lost because the potential of a charge wave extends over a length $1/q$.

For the correction we need the potential $G$ of a row of unit line charges with period $\lambda=2\pi/q$. The row has charge density $\lambda^{-1}[1+2\sum_{n\ge1}\cos nq\Delta x]$ on its plane. The uniform part gives $-|\Delta z|/(2\lambda)$, and each harmonic follows from the result above with $q\to nq$:

$$G=-\frac{q|\Delta z|}{4\pi}+\frac1{2\pi}\sum_{n\ge1}\frac{\cos(nq\Delta x)}{n}e^{-nq|\Delta z|}.$$

The sum is $-\tfrac12\ln(1-2e^{-w}\cos q\Delta x+e^{-2w})$ with $w=q|\Delta z|$. Taking $e^{-w}$ out of the logarithm cancels the first term of $G$, which leaves

$$G=-\frac1{4\pi}\ln\left[2\cosh q\Delta z-2\cos q\Delta x\right],\qquad E=\frac{\mu_0}{2\lambda}\iint\sigma\sigma'G\,dx\,dx' .$$

For two points of the rough face put $v=q(x-x')$ and $p=q(x+x')/2$. Then $\Delta z=-2a\sin p\,\sin(v/2)$, so that $(\Delta z)^2=2a^2\sin^2p\,(1-\cos v)$. To second order in $qa$,

$$2\cosh q\Delta z-2\cos v\simeq2(1-\cos v)+q^2(\Delta z)^2=2(1-\cos v)\left[1+q^2a^2\sin^2p\right],$$

$$G\simeq-\frac1{4\pi}\left[\ln(2-2\cos v)+q^2a^2\sin^2p\right]. \tag{1}$$

The first term gives the leading $E_x$. For the second we use $\sigma\sigma'=\tfrac12M^2a^2q^2(\cos v-\cos2p)$. The average of $\sin^2p\cos v$ over $x$ and $x'$ is zero, and that of $-\sin^2p\cos2p$ is $\tfrac14$. The correction is therefore

$$\frac{\mu_0\lambda}{2}\left(-\frac{q^2a^2}{4\pi}\right)\frac{M^2a^2q^2}{8}=-\frac{\mu_0M^2q^3a^4}{32}.$$

Relative to the leading term this is $-(qa)^2/4$. The expansion fails when the slopes are no longer small.

## (c) What does the sum rule give for $\mathbf m$ along $z$?

Derive the sum rule for the demagnetizing factors, use it to find $E_z$, and confirm $E_z$ from the charges.

**Solution.** Let $W(\mathbf r)=\int G\,dx'dz'$ over one period of the film's cross-section, so that $-\nabla^2W=1$ inside the film. An integration by parts turns $\varphi=\int\rho'G$ into $\varphi=-\mathbf M\cdot\nabla W$, and therefore

$$H_i=-\sum_jN_{ij}M_j,\qquad N_{ij}=-\partial_i\partial_jW,\qquad \sum_iN_{ii}=-\nabla^2W=1 .$$

The local demagnetizing factors add up to one at every inside point, whatever the shape of the face. The energy $\tfrac12\mu_0\int\rho\varphi\,dV$ equals $-\tfrac12\mu_0\int\mathbf M\cdot\mathbf H\,dV$, again by parts. With $\mathbf m$ along axis $i$ it is $\tfrac12\mu_0M^2\int N_{ii}\,dV$. Adding the three axes gives the volume, which is $t$ per unit area:

$$E_x+E_y+E_z=\tfrac12\mu_0M^2t .$$

This does not require a small amplitude. Since $E_y=0$,

$$E_z=\tfrac12\mu_0M^2t-E_x\simeq\tfrac12\mu_0M^2t-\tfrac18\mu_0M^2qa^2 .$$

What the roughness adds to the in-plane state it removes from the normal state.

The charges confirm this. For $\mathbf m$ along $z$ they are $+M$ on the upper face and $-M$ on the lower one.

- *Upper face with itself.* The average of $\ln(2-2\cos v)$ is zero, and that of $\sin^2p$ is $\tfrac12$. Equation (1) gives
$$\frac{\mu_0M^2\lambda}{2}\left(-\frac{q^2a^2}{8\pi}\right)=-\frac{\mu_0M^2qa^2}{8}.$$
- *Lower face with itself.* The same average, with no roughness, gives zero.
- *Upper with lower.* Averaging $G$ over the position on the flat face leaves $-|\Delta z|/(2\lambda)$ with $|\Delta z|=t+h$. Two equal cross terms of negative sign give
$$2\cdot\frac{\mu_0\lambda}{2}(-M^2)\left(-\frac{\langle t+h\rangle}{2\lambda}\right)=\frac{\mu_0M^2t}{2}.$$

The sum is the $E_z$ found above. The first item shows where the reduction comes from: charges of like sign repel, and the corrugation moves them farther apart.

## (d) How much does roughness favor the normal?

Write the energy for a general $\mathbf m$ and compare the normal with the in-plane directions.

**Solution.** The energy is quadratic in $\mathbf m$, and $m_y$ does not enter. A term in $m_xm_z$ is absent as well: the reflection $x\to-x$ leaves the film unchanged and turns the charges of $(m_x,m_z)$ into those of $(-m_x,m_z)$, so the two energies are equal. Hence

$$E(\mathbf m)=2\pi\alpha^2M^2\left[t\,m_z^2+\frac{qa^2}{4}\left(m_x^2-m_z^2\right)\right]+O(\alpha^2M^2q^3a^4).$$

The flat film has the shape penalty $E_z-E_{\text{in-plane}}=2\pi\alpha^2M^2t$. Roughness lowers this penalty by an amount $g$ that depends on the in-plane direction used as reference:

- Against $x$, across the grooves: $g_x=2E_x=\pi\alpha^2M^2qa^2$.
- Against $y$, along the grooves: $g_y=E_x=\tfrac{\pi}{2}\alpha^2M^2qa^2$.
- Against the in-plane average, where $\langle m_x^2\rangle=\tfrac12$:
$$g=E_x+\tfrac12E_x=\frac{3\pi}{4}\alpha^2M^2qa^2=\frac{3}{16}\mu_0M^2qa^2 .$$

Each is an areal energy proportional to wavevector times amplitude squared, and each favors the normal. Part of the effect is an in-plane anisotropy: $y$ lies below $x$ by $E_x$.

The ratio of $g$ to the flat penalty is $\tfrac38(qa)(a/t)$, a product of two factors that are both below one. Within this model, roughness weakens the preference for the plane but does not reverse it. The thickness $t$ does not appear in $g$, because the flat lower face has no charge for in-plane $\mathbf m$ and the sum rule fixes the rest.

## (e) What if the lower face is rough too?

Let the lower face be $z=-t+b\cos(qx+\delta)$, with $qb\ll1$ and the faces not touching.

**Solution.** The outward normal is reversed there, so for $\mathbf m$ along $x$ the lower charge is $-Mbq\sin(qx+\delta)$. By part (b) the two self-energies are $\mu_0M^2qa^2/8$ and $\mu_0M^2qb^2/8$. The potential of the upper charge has fallen by $e^{-qt}$ at the lower face, and $\langle\sin qx\sin(qx+\delta)\rangle=\tfrac12\cos\delta$. The mutual energy is

$$\mu_0\left(-Mbq\right)\frac{Maq}{2q}\,e^{-qt}\,\frac{\cos\delta}{2}=-\frac{\mu_0M^2q}{4}ab\cos\delta\,e^{-qt},$$

and in total

$$E_x=\frac{\mu_0M^2q}{8}\left(a^2+b^2-2ab\cos\delta\,e^{-qt}\right).$$

The mean thickness is still $t$, so the sum rule again gives $E_z=\tfrac12\mu_0M^2t-E_x$, and the gains against $x$, $y$ and their average remain $2E_x$, $E_x$ and $\tfrac32E_x$. These gains are for $\mathbf m$ exactly along $z$. Unless $\sin\delta=0$, the reflection symmetry used in part (d) is lost, and the energy for a general $\mathbf m$ also has a term in $m_xm_z$.

For identical faces ($b=a$, $\delta=0$) the one-face result is multiplied by $2(1-e^{-qt})$. In a thick film, $qt\gg1$, the faces act independently and the factor is 2. In a thin one, $qt\ll1$, it becomes $2qt$, and $E_x\to\tfrac14\mu_0M^2tq^2a^2=\tfrac12\mu_0M^2t\langle h'^2\rangle$. This is the shape energy of a thin sheet that makes the local angle $h'$ with $\mathbf m$.

## (f) Which neglected effects compete?

Estimate the response of a magnetization that is not rigid, and the effect of roughness on an interface anisotropy $K_s$ located at the upper face.

**Solution: non-uniform magnetization.** For $\mathbf m$ along $x$, part (b) gives $\varphi=\tfrac12Ma\sin qx\,e^{qz}$ inside the film, and hence a transverse field

$$H_z=-H_0\sin qx\,e^{qz},\qquad H_0=\tfrac12Maq .$$

For $\mathbf m$ along $z$, moving the charge $M$ from $z=0$ to $z=h$ adds, to first order, a dipole layer $Mh$. Its potential jumps by $Mh$ and has a continuous normal slope, so it is $-\tfrac12Ma\cos qx\,e^{qz}$ inside. This gives $H_x=-H_0\sin qx\,e^{qz}$, the same profile. For $\mathbf m$ along $y$ there is no field.

Let the magnetization tilt toward this field by the small angle $\theta=-f(z)\sin qx$. Keep the exchange energy density $A(\nabla\theta)^2$ and the field term $-\mu_0MH\theta$. Minimization gives

$$2A(q^2f-f'')=\mu_0MH_0e^{qz},\qquad f'(0)=f'(-t)=0 .$$

With $s=qt$ and $u=e^{-2s}$ the solution is

$$f=C\left[-ze^{qz}+\left(\tfrac1q+d\right)e^{qz}+d\,e^{-qz}\right],\qquad C=\frac{\mu_0MH_0}{4Aq},\qquad d=\frac{tu}{1-u}.$$

The first term reproduces the source, the condition at $z=0$ fixes the $1/q$, and the condition at $z=-t$ fixes $d$. At the minimum the energy is half the field term, so the film gains $\tfrac14\mu_0MH_0\int_{-t}^0fe^{qz}dz$, one factor $\tfrac12$ coming from $\langle\sin^2qx\rangle$. The integral is

$$C\left\{\frac{1-(1+2s)u}{4q^2}+\left(\frac1q+d\right)\frac{1-u}{2q}+dt\right\}=\frac{C}{q^2}\left\{\frac{3(1-u)}4+\frac{s^2u}{1-u}\right\}.$$

Define the exchange length by $l^2=2A/(\mu_0M^2)$. Divided by $E_x$, the gain is

$$r=\frac{1}{16(ql)^2}\left[3(1-u)+\frac{4s^2u}{1-u}\right].$$

The $x$ and $z$ states both drop by $rE_x$, while the $y$ state does not move. In this estimate $g_x$ is unchanged. For an in-plane $\mathbf m$ between $x$ and $y$, the field along $z$ is $m_x$ times that of the $x$ state. The potential also gives $H_x=-m_xH_0\cos qx\,e^{qz}$, whose part transverse to $\mathbf m$ has amplitude $|m_xm_y|H_0$ and the same depth profile. The two tilts are independent, so this state drops by $(m_x^2+m_x^2m_y^2)\,rE_x$. The average over in-plane directions is $(\tfrac12+\tfrac18)rE_x$, and $g$ therefore rises by $\tfrac38rE_x$. The charges and the anisotropy energy of the tilt itself are left out, so the estimate needs $ql$ well above one and an interface anisotropy $K_s$ that is small beside both $Aq$ and $Aq^2t$. It also omits the torque that an interface anisotropy exerts through the tilted normals, which opposes the dipolar torque and can exceed it.

**Solution: interface anisotropy.** Take the energy $-K_s(\mathbf n\cdot\mathbf m)^2$ per true area, with $K_s>0$ favoring the local normal. The projected-area averages, to second order in $qa$, are

$$\left\langle\frac1{\sqrt{1+h'^2}}\right\rangle\simeq1-\frac{(qa)^2}4\ \ (\mathbf m\parallel z),\qquad\left\langle\frac{h'^2}{\sqrt{1+h'^2}}\right\rangle\simeq\frac{(qa)^2}2\ \ (\mathbf m\parallel x),$$

and zero for $\mathbf m$ along $y$. The normal's advantage over the in-plane average is then

$$K_s\left[1-\frac{(qa)^2}4-\frac12\cdot\frac{(qa)^2}2\right]=K_s\left[1-\frac{(qa)^2}2\right].$$

Roughness thus costs $K_s(qa)^2/2$, which opposes $g$. Both are proportional to $a^2$, but the loss grows as $q^2$ and the gain as $q$. Setting them equal gives

$$q_c=\frac{3\mu_0M^2}{8K_s}.$$

The dipolar gain is the larger of the two for $q<q_c$, that is, for longer periods. Both terms assume a rigid magnetization, so the comparison holds only while $ql$ stays well above one. For the cobalt values of part (g), $ql$ falls to one at a period of about 30 nm, and beyond that the uniform normal state is no longer a valid starting point.

## (g) How large are these energies in a thin cobalt film?

Take rough values for hcp cobalt: $M=1400$ kA/m, $A=0.17$ eV/nm, $K_s=6.0$ meV/nm² and a layer spacing of 0.20 nm. The value of $K_s$ depends on the material that adjoins the upper face. Choose $t=1.5$ nm, a period of 10 nm and $a=0.25$ nm.

**Solution.** The magnetization is 0.01118 in atomic units, and $4\pi\alpha^2M^2$ converts to $\mu_0M^2=15.37$ meV/nm³. The wavevector is $q=2\pi/10=0.628$ nm⁻¹, so $qa=0.157$ and $qt=0.942$. Then

$$\tfrac12\mu_0M^2t=\tfrac12(15.37)(1.5)=11.53\ \text{meV/nm}^2,$$

$$E_x=\tfrac18(15.37)(0.6283)(0.25)^2=0.0755\ \text{meV/nm}^2,$$

$$g=\tfrac32E_x=0.113\ \text{meV/nm}^2=0.018\ \text{mJ/m}^2 .$$

The gain is about 1.0% of the flat shape penalty, which is 1.85 mJ/m². Direct integration over the charges of this film gives $E_x=0.0750$ meV/nm². That lies 0.6% below the leading formula, as the correction $(qa)^2/4=0.62\%$ requires.

The exchange length is $l=4.7$ nm, so $ql=2.95$ and $r=2.3\%$. Because $g$ is $\tfrac32E_x$ and rises by $\tfrac38rE_x$, it changes by $r/4$, or about 0.6%. This figure omits the torque of the interface anisotropy. Its amplitude, $2K_sqa=1.9$ meV/nm², here exceeds the depth-integrated dipolar one, $\tfrac12\mu_0M^2a(1-e^{-qt})=1.2$ meV/nm². With that torque and the charges of the tilt included in the same small-angle treatment, the change is about 0.5%. A rigid magnetization is a good approximation at this period.

The interface anisotropy matters far more. Its loss, averaged with the full normals, is 0.073 meV/nm², which leaves a net gain of 0.040 meV/nm². For these values of $M$ and $K_s$ the two effects balance at a period of 6.5 nm when the normal is compared with the in-plane average; below it, roughness on balance works against the normal in that comparison. The balance lies at a longer period, about 7 nm, against $x$ alone, and at a shorter one, about 5 nm, against $y$ alone.

For a film with a different $M$, $g$ scales as $M^2$. Real roughness is a spectrum of periods and directions rather than one sinusoid. The amplitude chosen here is close to one atomic layer, so the smooth profile is itself an idealization. If the face is made of terraces at the nearest layer heights, $-0.20$, 0 and $+0.20$ nm, integration over the wall charges gives 1.32 times the sinusoidal $E_x$. By the sum rule, $g$ rises by the same factor. The anisotropy loss was not recomputed for terraces, so the net gain above belongs to the smooth profile. If the lower face follows the upper one, the formula of part (e) multiplies $E_x$ by 1.22, and direct integration gives 1.21. The lateral edges of a patterned element, which add charges of their own, are not included.

With these numbers the flat penalty of 11.5 meV/nm² exceeds $K_s$ by 5.5 meV/nm². A second interface or crystal anisotropy would have to supply that difference before the film stood perpendicular; the roughness term alone is too small to do so. A crystal anisotropy of 0.59 MJ/m³ along the normal would close the gap at this thickness. The bulk value for hcp cobalt, roughly 0.5 MJ/m³, is of that order, so in a film with its $c$ axis along the normal the remainder can be much smaller than 5.5 meV/nm². Only close to that balance does the roughness term matter. The full set of values is in the numerical output below.

## Computed values

```
Magnetization (rough, Co): 1400 kA/m
Magnetization in atomic units: 0.01118
Exchange stiffness (rough): 0.17 eV/nm
Interface anisotropy Ks (rough): 6.0 meV/nm^2
Atomic layer spacing (rough): 0.20 nm
Mean thickness t: 1.50 nm
Roughness period: 10.0 nm
Roughness amplitude a: 0.25 nm
Wavevector q: 0.6283 1/nm
q a: 0.1571 (no unit)
q t: 0.9425 (no unit)
mu0 M^2: 15.373 meV/nm^3
Flat-film shape penalty: 11.530 meV/nm^2
Flat-film shape penalty: 1.847 mJ/m^2
Roughness energy, m along x, formula: 0.07546 meV/nm^2
Roughness energy, m along x, direct: 0.07500 meV/nm^2
Normal-state energy, direct: 11.45467 meV/nm^2
Normal-state energy, formula: 11.45421 meV/nm^2
Perpendicular gain against x: 0.15092 meV/nm^2
Perpendicular gain against y: 0.07546 meV/nm^2
Gain against in-plane average, formula: 0.11319 meV/nm^2
Gain against in-plane average, direct: 0.11250 meV/nm^2
Gain against in-plane average: 0.01814 mJ/m^2
Gain / flat shape penalty: 0.982 percent
Sum-rule error at qa=0.3, qt=1.1: 1.9e-09 mu0M^2/q
Finite-amplitude reduction (qa)^2/4: 0.617 percent
Exchange length l: 4.703 nm
q l: 2.955 (no unit)
Exchange relaxation / E_x: 2.28 percent
Interface-anisotropy loss by tilt: 0.07318 meV/nm^2
Dipolar gain minus this loss: 0.04001 meV/nm^2
Period where gain equals loss: 6.54 nm
Terraced / sinusoidal roughness energy: 1.319 (ratio)
Identical rough faces / one, direct: 1.207 (ratio)
Identical rough faces / one, formula: 1.221 (ratio)
```
